# Peak field, depletion width and mean-field tunnelling distance of a symmetric junction

Take a silicon junction with $5\times10^{18}\ \mathrm{cm^{-3}}$ dopants on each side and a reverse bias of 1 V. If its field is replaced by the average field, an electron must tunnel 17.9 nm to cross the bandgap. In the triangular field of the same depletion model, however, the longest tunnelling path is 17.1 nm and the shortest is 10.7 nm. The "average" distance is longer than every path it is meant to represent. To see why, one needs the field, the width, and a precise meaning for the word average.

## The junction and its conventions

The p side occupies $x<0$ and the n side $x>0$. Each has the same density $N$ of ionised dopants, uniform up to an abrupt boundary at $x=0$. The permittivity is $\varepsilon$, and $q>0$ is the elementary charge. The potential $\psi$ is zero in the neutral p region and $V$ in the neutral n region, where

$$V=V_{\rm bi}+V_R .$$

Here $V_{\rm bi}$ is the built-in potential and $V_R$ is positive in reverse bias.

The electric field points from n to p, towards negative $x$. It is convenient to use its magnitude, $F=d\psi/dx\ge 0$. Poisson's equation $d^2\psi/dx^2=-\rho/\varepsilon$ then reads

$$\frac{dF}{dx}=-\frac{\rho}{\varepsilon}. \tag{1}$$

In the depletion approximation mobile carriers are absent between two sharp edges, and the material outside them is neutral. The charge density is therefore $-qN$ on the depleted p side (ionised acceptors) and $+qN$ on the depleted n side (ionised donors).

The valence-band edge is $E_v(x)=E_{v0}-q\psi(x)$, and the conduction-band edge lies $E_g$ above it. An electron that tunnels at constant energy leaves the valence band at $x_1$ and enters the conduction band at $x_2$:

$$E_{v0}-q\psi(x_1)=E_{v0}+E_g-q\psi(x_2).$$

Cancelling $E_{v0}$ gives

$$\psi(x_2)-\psi(x_1)=\frac{E_g}{q}\equiv G. \tag{2}$$

The path must span a potential difference $G$. Since the whole junction supplies $V$, there is a range of such paths only if $V>G$. The ratio

$$r=\frac{G}{V}=\frac{E_g}{qV}$$

must therefore be less than 1.

## First derivation: charge as a function of position

Let the depletion region extend from $-x_p$ to $x_n$. The field vanishes at both edges, so integrating (1) across the region gives

$$0=\frac{qN}{\varepsilon}x_p-\frac{qN}{\varepsilon}x_n .$$

Thus $x_p=x_n=W/2$, where $W$ is the total width. Integrating from the left edge for $x<0$, and back from the right edge for $x>0$, gives

$$F=\frac{qN}{\varepsilon}\left(\frac W2+x\right)\ (x<0),\qquad
F=\frac{qN}{\varepsilon}\left(\frac W2-x\right)\ (x>0).$$

The field is a triangle with its peak at the boundary:

$$F(x)=F_{\max}\left(1-\frac{2|x|}{W}\right),\qquad F_{\max}=\frac{qNW}{2\varepsilon}. \tag{3}$$

The potential drop is the area of this triangle, half its base times its height:

$$V=\frac{F_{\max}W}{2}=\frac{qNW^2}{4\varepsilon}.$$

Solving for the width, and then using $F_{\max}=2V/W$,

$$W=\sqrt{\frac{4\varepsilon V}{qN}},\qquad
F_{\max}=2V\sqrt{\frac{qN}{4\varepsilon V}}=\sqrt{\frac{qNV}{\varepsilon}}. \tag{4}$$

The uniform-field approximation replaces the triangle by its spatial mean,

$$F_{\rm av}=\frac1W\int_{-W/2}^{W/2}F\,dx=\frac VW=\frac{F_{\max}}2 .$$

In a uniform field, condition (2) becomes $F_{\rm av}d_{\rm av}=E_g/q$. Hence

$$d_{\rm av}=\frac{E_gW}{qV}=\frac{2E_g}{qF_{\max}}
=\frac{2E_g}{q}\sqrt{\frac{\varepsilon}{qNV}}. \tag{5}$$

The last form follows by inserting $F_{\max}$ from (4). The factor 2 records the choice of the mean field. Had the peak field been used everywhere, the distance would have been $E_g/(qF_{\max})=d_{\rm av}/2$.

At fixed $V$ and $E_g$, the distance falls as $N^{-1/2}$; at fixed $N$ and $E_g$, it falls as $V^{-1/2}$. The second dependence may look surprising, since $V$ also widens the junction. The width grows only as $V^{1/2}$, while the fraction of it needed to supply $G$ falls as $1/V$.

## Second derivation: field as a function of potential

The same results can be reached without first finding where the edges are. Multiply (1) by $2F=2\,d\psi/dx$:

$$\frac{d(F^2)}{dx}=-\frac{2\rho}{\varepsilon}\frac{d\psi}{dx}.$$

On one side of the junction, integration over $x$ becomes integration over $\psi$. Starting from the neutral p region, where $F=0$ and $\psi=0$, with $\rho=-qN$,

$$F^2=\frac{2qN}{\varepsilon}\psi . \tag{6}$$

Starting from the neutral n region, where $F=0$ and $\psi=V$, with $\rho=+qN$,

$$F^2=\frac{2qN}{\varepsilon}(V-\psi). \tag{7}$$

No sheet of charge lies at the boundary, so the field is continuous there. Equating (6) and (7) gives $\psi=V/2$ at $x=0$, and therefore

$$F_{\max}^2=\frac{2qN}{\varepsilon}\frac V2=\frac{qNV}{\varepsilon},$$

in agreement with (4). The width follows from $dx=d\psi/F$. The two halves contribute equally:

$$W=2\int_0^{V/2}\sqrt{\frac{\varepsilon}{2qN\psi}}\,d\psi
=4\sqrt{\frac{\varepsilon}{2qN}}\sqrt{\frac V2}
=\sqrt{\frac{4\varepsilon V}{qN}}.$$

The integrand diverges at the edge, where the field vanishes, but the integral is finite.

This route also gives the tunnelling distance a second meaning. A path that starts at potential $\phi$ has length

$$\ell(\phi)=\int_\phi^{\phi+G}\frac{d\psi}{F(\psi)}. \tag{8}$$

For a small gap, $r\ll1$, the field hardly changes along most paths, so $\ell\approx G/F$. Now average over the starting potential, which means giving every tunnelling energy equal weight. To leading order in $r$ the average runs over the whole drop:

$$\langle\ell\rangle\approx\frac GV\int_0^V\frac{d\psi}{F(\psi)}=\frac{GW}{V}=\frac{E_gW}{qV}=d_{\rm av}. \tag{9}$$

So the mean-field distance is also the energy-averaged distance in the small-gap limit. The approximation $\ell\approx G/F$ fails near the edges, and the size of that failure has to be found before (9) is applied to a real gap.

## The paths at finite gap

Differentiating (8) gives

$$\frac{d\ell}{d\phi}=\frac1{F(\phi+G)}-\frac1{F(\phi)}.$$

By (6) and (7), $F$ is larger the closer the potential is to $V/2$. When $\phi<(V-G)/2$, the end of the path is closer to $V/2$ than its start, so the derivative is negative. Beyond that value it is positive. The shortest path is therefore centred on the junction, and the longest paths begin or end at a depletion edge.

**Shortest path.** Each half of a centred path of length $d$ covers the potential difference

$$\int_0^{d/2}F_{\max}\left(1-\frac{2x}{W}\right)dx=F_{\max}\left(\frac d2-\frac{d^2}{4W}\right).$$

Twice this must equal $G$. With $F_{\max}=2V/W$,

$$\frac{2Vd}{W}-\frac{Vd^2}{W^2}=G
\quad\Longrightarrow\quad
\left(\frac dW\right)^2-2\frac dW+r=0 .$$

The root that lies inside the junction is

$$d_{\min}=W\left(1-\sqrt{1-r}\right)=\frac{Wr}{1+\sqrt{1-r}}. \tag{10}$$

For $0<r<1$ the last denominator lies between 1 and 2. Since $Wr=d_{\rm av}$, it follows that $d_{\rm av}/2<d_{\min}<d_{\rm av}$. The peak-field estimate is too short, and the mean-field estimate too long, for the shortest path.

**Longest path.** Integrating (3) from the p edge gives, on the p side,

$$\psi=\frac V2\left(1+\frac{2x}{W}\right)^2, \tag{11}$$

and by symmetry $V-\psi=(V/2)(1-2x/W)^2$ on the n side. A path from the p edge ends where $\psi=G=rV$. If $r\le1/2$, the end is on the p side and (11) gives

$$d_{\max}=\frac W2+x=W\sqrt{\frac r2}.$$

If $r\ge1/2$, the end is on the n side, at $x=(W/2)[1-\sqrt{2(1-r)}]$, and

$$d_{\max}=W\left[1-\sqrt{\frac{1-r}{2}}\right]. \tag{12}$$

In this second range, $d_{\max}<d_{\rm av}=Wr$ requires $1-r<\sqrt{(1-r)/2}$. Squaring the positive sides and dividing by $1-r$ gives $1-r<1/2$, or $r>1/2$. This resolves the opening puzzle. Once the gap takes more than half the total drop, every path must cross the strong central field, and the field averaged along any one path exceeds $F_{\rm av}$. The margin in the example is narrow: $r>1/2$ holds only for reverse bias below about 1.21 V, and the condition takes this form only for equal dopings.

**Energy average.** Write $x(\psi)$ for the position at potential $\psi$. The mean length is

$$\langle\ell\rangle=\frac1{V-G}\left[\int_G^Vx\,d\psi-\int_0^{V-G}x\,d\psi\right]
=-\frac2{V-G}\int_0^{V-G}x\,d\psi,$$

because $x(V-\psi)=-x(\psi)$. For an upper limit $a\le V/2$, inverting (11) gives

$$-\int_0^a x\,d\psi=\frac W2\int_0^a\left(1-\sqrt{\frac{2\psi}{V}}\right)d\psi
=\frac W2\left[a-\frac{2\sqrt2}{3}\frac{a^{3/2}}{\sqrt V}\right].$$

For $r\ge1/2$, set $a=V(1-r)$. For $r\le1/2$, the part of the integral between $rV$ and $(1-r)V$ cancels by antisymmetry, which leaves $a=rV$. Thus

$$\langle\ell\rangle=
\begin{cases}
\dfrac{Wr}{1-r}\left(1-\dfrac{2\sqrt2}{3}\sqrt r\right), & r\le\frac12,\\[2mm]
W\left(1-\dfrac{2\sqrt2}{3}\sqrt{1-r}\right), & r\ge\frac12.
\end{cases} \tag{13}$$

As $r\to0$, $\langle\ell\rangle/d_{\rm av}\to1$, as (9) requires. The leading correction is of order $\sqrt r$, so convergence is slow: lengths read from a numerically integrated potential give a ratio of 0.915 at $r=0.01$ and 0.971 at $r=0.001$. At the opposite limit, $r\to1$, the shortest, longest and mean paths and $d_{\rm av}$ all tend to $W$, because the gap then needs the entire drop.

## The silicon junction in numbers

The example uses rough silicon parameters at 300 K: $E_g=1.12$ eV, relative permittivity 11.7, and band state densities $N_c=2.8\times10^{19}$ and $N_v=2.7\times10^{19}\ \mathrm{cm^{-3}}$. With Boltzmann statistics, the Fermi level lies $kT\ln(N_c/N)$ below the conduction band on the n side and $kT\ln(N_v/N)$ above the valence band on the p side. Subtracting both from the gap gives

$$V_{\rm bi}=\frac{E_g}{q}-\frac{kT}{q}\ln\frac{N_cN_v}{N^2}
=1.120-0.088=1.032\ \mathrm V .$$

Since $V_{\rm bi}$ is below $E_g/q$, this junction has no constant-energy interband path at zero bias; a reverse bias above 0.088 V opens the window for such paths. Exchange of a phonon shifts this threshold. At 1 V, $V=2.032$ V, and (4) gives

$$W=\sqrt{\frac{4(11.7\,\varepsilon_0)(2.032\ \mathrm V)}{q(5\times10^{24}\ \mathrm{m^{-3}})}}=32.4\ \mathrm{nm},$$

$$F_{\max}=\frac{2(2.032\ \mathrm V)}{32.4\ \mathrm{nm}}=0.125\ \mathrm{V/nm}=1.25\ \mathrm{MV/cm}.$$

The mean field is 0.627 MV/cm. With $r=1.12/2.032=0.551$,

$$d_{\rm av}=0.551\times32.4\ \mathrm{nm}=17.9\ \mathrm{nm}.$$

From (10), $d_{\min}=32.4(1-\sqrt{0.449})=10.7$ nm. Equation (12) gives $d_{\max}=17.1$ nm and (13) gives $\langle\ell\rangle=11.9$ nm. The mean-field distance is thus 50% longer than the energy average of the same model. Here it is a scale for the barrier width, and the small-gap interpretation (9) does not apply quantitatively.

## Why the distance does not fix the current

Tunnelling depends exponentially on the action under the barrier, so a moderate error in distance matters greatly. In a symmetric two-band model the decay constant is proportional to $\sqrt{1-(2\epsilon/E_g)^2}$, where $\epsilon$ is the energy measured from midgap. In a uniform field $\epsilon=qFx$, and with $y=qFx/E_g$ the integral along the path is

$$\frac{E_g}{qF}\int_{-1/2}^{1/2}\sqrt{1-4y^2}\,dy=\frac\pi4\frac{E_g}{qF}.$$

The integral over $y$ is the area of a half-ellipse with semi-axes $1/2$ and 1. The exponent therefore has the form $B/F$. Integrating the same decay constant along the central path of the triangular field gives the action of a uniform field of 1.08 MV/cm, well above the mean.

For a rough silicon value $B=19$ MV/cm, the exponents are 30.3 with the mean field, 17.6 with the equal-action field and 15.2 with the peak field. At fixed $B$ and prefactor, the mean field underestimates the central-path rate by a factor $e^{-12.7}\approx3\times10^{-6}$. Equation (5) should not be used to predict a current in this regime. The mass matters too, because the decay constant scales as the square root of the reduced mass $m_em_h/(m_e+m_h)$. Take a rough light-hole mass of 0.16 and conduction-valley masses of 0.92 and 0.19, in units of the free-electron mass. With this scaling, the exponent is 1.25 times larger along the heavy direction of the valley than along a light one. The hole mass 0.16 is a direction average; with the value of about 0.20 along [100], the valley axis, the ratio is 1.30. The exact ratio depends on how the two bands are joined within the gap.

## What the two derivations assume

Both derivations of (4) use equal uniform dopings, an abrupt boundary and complete depletion. They differ in what they need to know about the charge. The first needs $\rho(x)$, so it extends directly to a graded junction whose depleted charge is known at each position. The second needs $\rho(\psi)$ on each side, so it can include mobile carriers in equilibrium with their own neutral region.

For Boltzmann holes on the p side, $\rho=-qN(1-e^{-q\psi/kT})$. The integral that led to (6) becomes

$$F^2=\frac{2qN}{\varepsilon}\left[\psi-\frac{kT}{q}\left(1-e^{-q\psi/kT}\right)\right].$$

At $\psi=V/2$ the exponential is negligible when $qV\gg2kT$, and

$$F_{\max}^2\approx\frac{qN}{\varepsilon}\left(V-\frac{2kT}{q}\right).$$

This gives 1.237 MV/cm for the example, 1.3% below the depletion value. A numerical solution of Poisson's equation with both carrier types gives the same 1.237 MV/cm.

The edges are less well described than the peak. The carrier density takes 6.3 nm to rise from 10% to 90% of its neutral value, compared with a depleted half-width of 16.2 nm. The potential then has an exponential tail and no last point, so a longest path of 17.1 nm belongs to the sharp-edge model. The central path is the better-defined length.

The two meanings of $d_{\rm av}$ also rest on different assumptions. The first derivation replaces the field by its spatial mean, whatever the gap. The second keeps the varying field but assumes a small gap and equal weight for all energies. They meet because $\int F\,dx=V$ and $\int d\psi/F=W$: the spatial mean of $F$ is $V/W$, and the potential mean of $1/F$ is its inverse. Neither average is weighted by tunnelling probability, which strongly favours the short central paths.

## The model beside a real junction

The chosen doping and field are of the order found in heavily doped drain junctions and in diodes whose breakdown involves tunnelling. Such junctions are often asymmetric and graded. The asymmetric limit is easily sized: if one side is doped far more heavily, nearly all the drop falls across the lighter side, so $V=qNW^2/(2\varepsilon)$. At the same $V$ and lighter doping $N$, both $W$ and $d_{\rm av}$ shrink by $\sqrt2$, and $d_{\rm av}$ becomes 12.6 nm. It then lies inside the range of paths, which run from 7.6 to 17.0 nm. In general, if the lighter side carries the fraction $f$ of the drop and of the width, the path from its edge has length $W\sqrt{fr}$ for $r<f$, which exceeds $d_{\rm av}=Wr$. The opening result therefore needs $r>f$, and at the example's $V$ it is lost once one doping exceeds the other by a factor of about 1.23. Grading spreads the charge and requires a new integration of (1). In a tunnel transistor the gate makes the field two-dimensional, and (4) no longer determines it.

Other corrections to $d_{\rm av}$ are smaller. A rough bandgap narrowing of 71 meV, taken from both $E_g$ and $qV_{\rm bi}$, reduces it to 17.0 nm. This assumes that the depleted region is narrowed as much as the neutral regions; if it kept its full gap, the distance would instead rise to 18.2 nm. Silicon has an indirect gap, and exchanging a phonon of roughly 60 meV changes the distance by about 1.0 nm. Fermi–Dirac statistics shift $V_{\rm bi}$ by only 3 mV. At 400 K and the same bias the distance is 17.8 nm, because the smaller gap and the smaller built-in potential act in opposite directions.

Random placement matters more locally. A cube of side $W/2$ holds about 21 dopants, with a relative fluctuation of 22% if they are placed independently. A uniform change of $N$ by that amount would move $d_{\rm av}$ by $-9\%$ or $+13\%$ at fixed $V$.

Two current effects remain. A rough local-field estimate gives an ionisation integral of 0.35. It uses a fitted electron coefficient for both carriers, extrapolated to this high field; the Okuto–Crowell electron fit gives 0.56, and a fit $\alpha=3.8\times10^{6}\exp(-1.75\times10^{6}/F)\ \mathrm{cm^{-1}}$, with $F$ in V/cm, gives 1.04. The value 1 marks avalanche breakdown for equal electron and hole coefficients, so these extrapolated estimates alone do not place the junction safely below it. They let a carrier ionise at once, which tends to make them too high. A carrier must first gain at least the gap energy, which takes at least 10.7 nm of the 32.4 nm junction. A rough tunnelling current, computed from the local field at each point, is $5\times10^{-3}\ \mathrm{A/cm^2}$. Using the equal-action field of each path with the same coefficients lowers it to $6\times10^{-4}\ \mathrm{A/cm^2}$. The coefficients are empirical values meant for the local-field form, so this factor of about eight measures the uncertainty of the estimate rather than the sign of its error. Tunnelling through defect states, which is left out here, can add to the current of a real junction. At a carrier speed of $10^7$ cm/s the estimated current corresponds to about $3\times10^9$ carriers per $\mathrm{cm^3}$. This is minute beside the doping, so the tunnelling charge leaves the electrostatics undisturbed.

## Numbers as computed

```
Doping on each side: 5.00e+18 cm^-3
Relative permittivity: 11.7
Temperature: 300 K; thermal voltage: 25.85 mV
Bandgap: 1.12 eV
Band state densities Nc, Nv: 2.80e+19, 2.70e+19 cm^-3
Reverse bias: 1.00 V
Built-in potential: 1.0319 V
Total drop V: 2.0319 V
Least reverse bias for tunnelling: 0.0881 V
Depletion width W: 32.42 nm; each side: 16.21 nm
Maximum field: 1.2535 MV/cm
Mean field V/W: 0.6267 MV/cm
Ratio r = E_g/(qV): 0.5512
Mean-field tunnelling distance d_av: 17.87 nm
Distance using maximum field: 8.94 nm
Shortest path, triangular field: 10.70 nm
Longest path, triangular field: 17.06 nm
Energy-averaged path, triangular field: 11.94 nm
Mean path / d_av at r=0.01, 0.001: 0.915, 0.971
Debye length: 1.83 nm
Maximum field with mobile carriers: 1.2369 MV/cm
Maximum field from V-2kT/q: 1.2374 MV/cm
Carrier edge, 10 to 90 percent: 6.30 nm
Fermi-Dirac shift of built-in potential: 3.32 mV
Bandgap narrowing, rough: 71 meV
d_av with narrowing: 17.04 nm
Phonon energy, rough: 60 meV; shift of d_av: 0.96 nm
Dopants in a cube of side W/2: 21.3
Relative fluctuation of that number: 22 percent
d_av at 400 K: 17.81 nm
Ionisation integral, local estimate: 0.35
Tunnelling current density, rough: 4.9e-03 A/cm^2
Tunnelling carrier density, rough: 3.1e+09 cm^-3
Uniform field of equal action: 1.0810 MV/cm
Tunnelling field B, rough: 19.0 MV/cm
Exponent B/F, mean field: 30.3
Exponent B/F, equal-action field: 17.6
Exponent B/F, maximum field: 15.2
Rate factor, mean over equal-action field: 2.9e-06
Exponent ratio, heavy to light valley direction: 1.25
```
